# The XMCD orbital sum rule at 2p to 3d edges

**Q.** You say that the areas of X-ray absorption lines give the orbital moment of a magnetic ion. An area counts transitions. What exactly do you claim?

**A.** Take an ion with a full 2p shell and $n$ electrons in its 3d shell, so that it has $n_h=10-n$ holes. Let $I_q$ be the electric dipole strength for 2p→3d transitions, summed over both the $L_3$ and $L_2$ edges. The label $q=+1,-1,0$ is the angular momentum along $z$, in units of $\hbar$, that the photon gives to the electron. The claim is

$$\frac{I_+-I_-}{I_++I_-+I_0}=-\frac{\langle L_z\rangle}{2n_h}, \qquad (1)$$

where $\langle L_z\rangle$ is the orbital angular momentum of the 3d electrons in units of $\hbar$. Their orbital moment is $-\mu_B\langle L_z\rangle$, since the electron charge is negative.

For light travelling along $+z$, $q=\pm1$ are the two circular polarizations of helicity $\pm1$. The case $q=0$ is linear polarization along $z$, which needs a beam perpendicular to $z$.

**Q.** A spectrometer measures a cross-section, not a "strength". How are they connected?

**A.** By the golden rule. Write the electric field as $\mathcal E(\boldsymbol\epsilon e^{-i\omega t}+\boldsymbol\epsilon^*e^{i\omega t})$. The absorbing part of the perturbation is $e\mathcal E\,\boldsymbol\epsilon\cdot\mathbf r$, summed over electrons, and the transition rate is

$$\frac{2\pi}{\hbar}e^2\mathcal E^2\sum_f|\langle f|\boldsymbol\epsilon\cdot\mathbf r|g\rangle|^2\,\delta(E_f-E_g-E),\qquad E=\hbar\omega .$$

The mean intensity is $2c\varepsilon_0\mathcal E^2$, so the photon flux is $2c\varepsilon_0\mathcal E^2/E$. Dividing the rate by the flux, and using $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$, gives

$$\sigma_q(E)=4\pi^2\alpha E\sum_f|\langle f|T_q|g\rangle|^2\,\delta(E_f-E_g-E). \qquad (2)$$

Here $T_q$ is the component $\boldsymbol\epsilon_q\cdot\mathbf r$ restricted to 2p→3d. Hence

$$I_q\equiv\sum_f|\langle f|T_q|g\rangle|^2=\frac{1}{4\pi^2\alpha}\int\frac{\sigma_q(E)}{E}\,dE .$$

The rule therefore concerns the area under $\sigma/E$. Using the area under $\sigma$ itself is an extra approximation, whose cost we can work out later.

**Q.** The final states have a core hole. It attracts the 3d electrons, exchanges with them and splits the lines into multiplets. How can a ground-state property survive that?

**A.** Because we sum over all the final states. In second quantization

$$T_q=R\sum_{m\sigma}a_q(m)\,d^\dagger_{m\sigma}p_{m-q,\sigma},\qquad a_q(m)=\langle 2m|C^1_q|1,m-q\rangle . \qquad (3)$$

$R$ is the radial integral of $r$ between 2p and 3d, and $C^1_q$ is the angular part of the dipole. The spin $\sigma$ is untouched. I assume one value of $R$ for both edges and every final state.

Acting on $|g\rangle$, $T_q$ produces a vector that lies wholly in the configuration $2p^53d^{n+1}$. The eigenstates $|f\rangle$ of the final-state Hamiltonian are a complete set there, whatever the interactions are. So $\sum_f|f\rangle\langle f|$ acts as unity on $T_q|g\rangle$, and

$$I_q=\langle g|T_q^\dagger T_q|g\rangle . \qquad (4)$$

The core-hole interactions decide where the strength appears, but not how much there is. Integration over one edge alone, or over part of the multiplet, loses this protection.

**Q.** Equation (4) still has a double sum over orbitals. A crystal field mixes $m=2$ with $m=-2$. Why are there no interference terms?

**A.** The full core shell removes them. Inserting (3), with real $a_q$,

$$I_q=R^2\sum_{m\sigma}\sum_{m'\sigma'}a_q(m)a_q(m')\langle p^\dagger_{m-q,\sigma}\,d_{m\sigma}d^\dagger_{m'\sigma'}\,p_{m'-q,\sigma'}\rangle .$$

The pair $dd^\dagger$ commutes with a p operator, because two sign changes cancel. The average becomes $\langle d_{m\sigma}d^\dagger_{m'\sigma'}\,p^\dagger_{m-q,\sigma}p_{m'-q,\sigma'}\rangle$. Now $p_b$ empties core orbital $b$, and $p_a^\dagger$ can only refill an empty orbital. With every core orbital initially full, $p^\dagger_ap_b|g\rangle=\delta_{ab}|g\rangle$. For fixed $q$ this forces $m=m'$ and $\sigma=\sigma'$, so

$$I_q=R^2\sum_m w_q(m)\,h_m,\qquad w_q=a_q^2,\qquad h_m=\sum_\sigma\langle d_{m\sigma}d^\dagger_{m\sigma}\rangle . \qquad (5)$$

$h_m$ is the number of holes in orbital $m$, counting both spins. The ground state may contain any coherence between $m=2$ and $m=-2$; the summed strength for definite $q$ does not depend on it, although the line shape can. A thermal mixture merely averages $h_m$.

**Q.** Then everything rests on the angular weights. Please don't quote them from a table.

**A.** Let $x,y,z$ be the components of the unit vector, and set

$$u_+=-\frac{x+iy}{\sqrt2},\qquad u_0=z,\qquad u_-=\frac{x-iy}{\sqrt2}.$$

These are the $C^1_q$, and $Y_{1\mu}=\sqrt{3/4\pi}\,u_\mu$. The d harmonics needed are

$$Y_{22}=\sqrt{\tfrac{15}{8\pi}}\,u_+^2,\qquad Y_{21}=\sqrt{\tfrac{15}{4\pi}}\,u_+u_0,\qquad Y_{20}=\sqrt{\tfrac{5}{16\pi}}\,(3z^2-1).$$

Multiply each p function by a dipole component and read off the d part. For the two larger $m$,

$$u_+Y_{11}=\sqrt{\tfrac25}\,Y_{22},\qquad u_+Y_{10}=u_0Y_{11}=\sqrt{\tfrac15}\,Y_{21}.$$

For $m=0$ use $u_+u_-=-(1-z^2)/2=(3z^2-1)/6-1/3$ and $z^2=(3z^2-1)/3+1/3$. Then

$$u_+Y_{1,-1}=\sqrt{\tfrac1{15}}\,Y_{20}-\sqrt{\tfrac13}\,Y_{00},\qquad u_0Y_{10}=\sqrt{\tfrac4{15}}\,Y_{20}+\sqrt{\tfrac13}\,Y_{00}.$$

The $Y_{00}$ parts belong to transitions into s orbitals, and we shall need them later. Squaring the d coefficients gives, for $m=2,1,0$,

$$w_+=\tfrac25,\ \tfrac15,\ \tfrac1{15};\qquad w_0=0,\ \tfrac15,\ \tfrac4{15}.$$

For $m=-1$ and $-2$, $w_+=0$: the electron would have to start from $m-1=-2$ or $-3$, which a p shell lacks. Reflection in a plane containing $z$ reverses both $m$ and $q$, so $w_-(m)=w_+(-m)$ and $w_0(-m)=w_0(m)$. All fifteen values are contained in

$$w_\pm(m)=\frac{(2\pm m)(1\pm m)}{30},\qquad w_0(m)=\frac{4-m^2}{15}. \qquad (6)$$

**Q.** I see that positive helicity prefers holes with positive $m$. But your rule needs a strict proportionality to $m$.

**A.** The quadratic terms cancel in the difference. Since $(2\pm m)(1\pm m)=2\pm3m+m^2$,

$$w_+-w_-=\frac{6m}{30}=\frac m5,$$

$$w_++w_-+w_0=\frac{4+2m^2}{30}+\frac{8-2m^2}{30}=\frac25 .$$

The sum is the same for every orbital, so it counts holes. From (5),

$$I_+-I_-=\frac{R^2}{5}\sum_m m\,h_m,\qquad I_++I_-+I_0=\frac{2R^2}{5}\,n_h . \qquad (7)$$

If $n_m$ is the number of electrons in orbital $m$, then $h_m=2-n_m$. Because $\sum_m m=0$, we have $\sum_m m\,h_m=-\sum_m m\,n_m=-\langle L_z\rangle$. The ratio of the two results in (7) is equation (1), and $R^2$ has dropped out.

**Q.** I distrust signs. Show me a case simple enough to do in my head.

**A.** Take $3d^9$ with its one hole in $m=2$. The nine electrons have $\langle L_z\rangle=-2$. Only $q=+1$ can fill the hole, because $w_-(2)=w_0(2)=0$. The left side of (1) is therefore $+1$, and the right side is $-(-2)/(2\times1)=+1$.

At the opposite extreme, equal hole numbers in $m$ and $-m$ make the total dichroism zero. As $n_h\to0$ the absorption itself disappears, and the ratio becomes a quotient of two small areas.

**Q.** That is one hole. I want a correlated ion with a messy spectrum, preferably in a film someone might measure.

**A.** Consider octahedral Co²⁺, $3d^7$, as a model of the cobalt ions in a cobalt ferrite film at 300 K. I take rough, rounded parameters:

- 3d repulsion: $F^2=9.0$ and $F^4=6.0$ eV.
- 2p–3d interaction: $F^2=6.0$, $G^1=4.5$ and $G^3=2.5$ eV.
- Spin-orbit constants: 9.7 eV for 2p and 0.07 eV for 3d.
- Cubic splitting $10Dq=1.0$ eV, with $z$ along a fourfold axis.
- Exchange energy $-0.06\,S_z$ eV acting on the 3d spins, which favours spin along $+z$.

I diagonalized the Hamiltonian numerically in all 120 states of $2p^63d^7$ and all 270 states of $2p^53d^8$. Each initial state has its Boltzmann weight, with $kT=0.02585$ eV. The initial states alone give $\langle S_z\rangle=1.31$ and $\langle L_z\rangle=1.164$. The lowest state has $\langle L_z\rangle=1.46$, so thermal population of higher states lowers the value.

Summing the individual transition strengths, in units of $R^2$, gives:

| Edge | $I_+$ | $I_-$ | $I_0$ |
|---|---:|---:|---:|
| $L_3$ | 0.1826 | 0.4399 | 0.3507 |
| $L_2$ | 0.0908 | 0.0664 | 0.0696 |
| Both | 0.2734 | 0.5063 | 0.4203 |

I placed the strongest $L_3$ peak at 780 eV and divided the edges at 787.3 eV. The total strength is 1.200, as (7) requires for three holes: $\tfrac25\times3$. The difference over both edges is $-0.2328$, so

$$\langle L_z\rangle=-2\times3\times\frac{-0.2328}{1.200}=1.164 .$$

This agrees with the value from the initial states. The orbital moment is $-1.16\,\mu_B$ along $z$, parallel to the spin moment, which also points along $-z$.

**Q.** And if you switch off the core-hole interaction?

**A.** With the initial-state parameters held fixed and the three 2p–3d integrals set to zero, the $L_3$ difference changes from $-0.2573$ to $-0.2661$. The total stays at $-0.2328$. So the $L_2$ difference must change from $+0.0245$ to $+0.0333$. Strength has moved between the edges without altering the sum, as closure demands.

A less than half-filled shell makes a useful second case. For $3d^2$ with the same parameters, the initial states give $\langle L_z\rangle=-1.055$, and so do the summed strengths. With $n_h=8$ the dichroic ratio is $1.055/16=+0.066$, opposite in sign to that of Co²⁺.

**Q.** At normal incidence on a film magnetized along its normal, I have two helicities. I never measure $I_0$.

**A.** The usual replacement is $I_0\approx(I_++I_-)/2$. The denominator of (1) becomes $\tfrac32(I_++I_-)$, and

$$\langle L_z\rangle\approx-\frac43\,n_h\,\frac{I_+-I_-}{I_++I_-}. \qquad (8)$$

The price follows from (6):

$$w_0-\frac{w_++w_-}{2}=\frac{8-2m^2}{30}-\frac{2+m^2}{30}=\frac{2-m^2}{10}.$$

Over a full shell $\sum_m(2-m^2)=10-10=0$, so holes can again be exchanged for electrons with a minus sign:

$$I_0-\frac{I_++I_-}{2}=-\frac{R^2}{10}\Big\langle\sum_i(2-l_{z,i}^2)\Big\rangle . \qquad (9)$$

The sum runs over the 3d electrons. The replacement is exact when this quadrupole of the charge cloud vanishes. In our example the average is $-0.305$, so $I_0$ exceeds the mean by $0.030R^2$. Equation (8) then gives $4\times0.2328/0.7797=1.194$, which is 2.6% above the true value. Although the crystal field is cubic, exchange along $z$ together with spin-orbit coupling allows the cloud to be non-cubic; with either one switched off, the quadrupole vanishes. The 2.6% belongs to an undistorted site. A strained film can differ in size and sign: adding a tetragonal term $\delta\,(l_z^2-2)$ per electron with $\delta=+0.03$ or $-0.03$ eV changes the error of (8) to $-5.5\%$ or $+6.0\%$, and $\langle L_z\rangle$ itself to 0.44 or 1.51.

**Q.** You also assumed that $R$ is the same at both edges. And you promised me the cost of the factor $E$.

**A.** Both errors weight one edge against the other. Let $D=I_+-I_-$ and $I=I_++I_-+I_0$, and let $D_2$ and $I_2$ be their $L_2$ parts. If all $L_2$ strengths are multiplied by $1+x$, the inferred value becomes

$$\frac{\langle L_z\rangle'}{\langle L_z\rangle}=\frac{1+xD_2/D}{1+xI_2/I}\approx1+x\left(\frac{D_2}{D}-\frac{I_2}{I}\right). \qquad (10)$$

Here $D_2/D=0.0245/(-0.2328)=-0.105$ and $I_2/I=0.2268/1.200=0.189$. The bracket is $-0.294$, so an $L_2$ edge that is 1% too strong lowers the result by 0.29%.

The factor $E$ favours $L_2$ by roughly the spin-orbit separation divided by the photon energy. That separation is $\tfrac32\times9.7=14.6$ eV, so $x\approx14.6/780=1.9\%$ and (10) predicts a shift of about $-0.55\%$. Weighting every transition by its own energy gives $-0.60\%$, or $\langle L_z\rangle=1.157$.

The danger lies in the term $D_2/D$ of (10). When the two edges have nearly opposite dichroism, $D$ is small, $D_2/D$ is large, and a small imbalance between the edges can spoil a small orbital moment. Our ion, with its large moment, is a forgiving case.

**Q.** A 2p electron can also go into 4s. Your own algebra produced those terms.

**A.** Yes. The coefficient of $Y_{00}$ has square $1/3$ for $q=0$ and $q=+1$, and by reflection for $q=-1$. An empty 4s shell that is unmixed with 3d therefore adds equally to all three $I_q$. It adds nothing to $D$, but increases $I$. Its two spin states contribute $2R_s^2$ in total, where $R_s$ is the 2p–4s radial integral.

To size this I took radial integrals from a spherically averaged, nonrelativistic Hartree–Fock calculation of the neutral Co atom, $3d^74s^2$, in the def2-TZVP basis. It leaves out correlation, relativity and the relaxation around the core hole. It gives $R=0.0066$ nm and $R_s=0.00046$ nm, so the added fraction is $2R_s^2/(1.2R^2)\approx0.8\%$. The small integral $R_s$ is the less certain one: the larger def2-QZVP basis raises it to 0.00049 nm and the fraction to 0.9%, and the orbitals of a Co²⁺ ion give 1.1%. Relaxation around the core hole moves it in a way that depends on the recipe. In configuration-average Hartree–Fock, the initial-state 2p orbital with relaxed 3d and 4s orbitals gives about 1.5%, while taking the 2p orbital from the final states as well gives about 0.4%. Take the fraction as of order 1%, uncertain by about a factor of two. If it is left in the integrated area, it lowers $\langle L_z\rangle$ by about the same percentage.

The same calculation sizes the pure-dipole assumption. With $k=E/\hbar c$ and the mean square radius of 2p, $(kr)^2\approx3\times10^{-3}$. This is the square of the small parameter in the multipole expansion. It indicates that quadrupole transitions are weak, but it is not their strength relative to the dipole lines, which also depends on radial integrals to other final orbitals. For states of definite parity the two do not interfere, because their operators have opposite parity.

**Q.** Many film measurements record the drain current, not absorption. Does your area survive that?

**A.** Only approximately. Suppose electrons created at depth $\zeta$ escape with probability proportional to $e^{-\zeta/\lambda}$, and X-rays decay as $e^{-\mu\zeta}$. At normal incidence, in a film much thicker than $\lambda$, the yield is

$$Y\propto\int_0^\infty\mu e^{-\mu\zeta}e^{-\zeta/\lambda}\,d\zeta=\frac{\mu\lambda}{1+\mu\lambda}. \qquad (11)$$

It follows $\mu$ only when $\mu\lambda\ll1$. To next order $Y\approx\mu\lambda-(\mu\lambda)^2$. At one photon energy, the difference between helicities is then reduced by the factor $1-\lambda(\mu_++\mu_-)$. Their sum is reduced by $1-\lambda(\mu_+^2+\mu_-^2)/(\mu_++\mu_-)$, which is closer to one. The dichroic ratio at that energy is therefore too small in magnitude.

For the ferrite, eight Co ions in a cubic cell of edge 0.84 nm give 13.5 Co/nm³. I used (2) with the Hartree–Fock $R$, Gaussian lines of 1.0 eV full width at half maximum, and a constant background with an attenuation length of 150 nm. Real spectra also have continuum steps at the two edges; the model omits them, and their subtraction affects the summed area. The shortest attenuation lengths are 68 nm for $q=+1$ and 35 nm for $q=-1$. With $\lambda=2.5$ nm, a rough value, the largest $\mu\lambda$ is $2.5/34.7=0.07$.

After background subtraction, (8) gives 1.187 from the absorption and 1.147 from the yield. Saturation thus lowers the inferred value by 3.4%. This figure depends on $R$. The value 0.0066 nm comes from fractional 3d occupations; configuration-average Hartree–Fock gives 0.0067 nm and a reduction of 3.6%. A 3d orbital relaxed around the core hole, paired with the initial 2p orbital, gives $R\approx0.0073$ nm and a reduction of about 4%, and relaxing 2p as well raises $R$ to about 0.0077 nm. At $R=0.0073$ nm, halving the line width to 0.5 eV raises the reduction from 4.2% to 4.8%. Narrower lines, a higher Co density or a longer $\lambda$ would increase $\mu\lambda$ at the peak. Grazing incidence also strengthens saturation: the X-ray path per unit depth is longer, so $\mu$ in (11) is replaced by a larger absorption per unit depth.

Notice that 1.147 is only 1.5% below the true 1.164. The missing $I_0$ raised the result while saturation and the factor $E$ lowered it. This cancellation belongs to these parameters and should not be relied on.

**Q.** So may I report an orbital moment of 1.16 $\mu_B$ for cobalt ferrite?

**A.** No. That is the magnitude for a model ion. The parameters are of the size used for octahedral Co²⁺ in oxides, but the model has no covalency, no distortion of the octahedron and no cobalt on tetrahedral sites. All of these can change $\langle L_z\rangle$ itself. What carries over to a real film is the relation between the moment and the areas, within its conditions.

The condition that covalency strains most directly is the hole count. Charge donated by oxygen makes $n_h$ smaller than the ionic value of three, and the spectrum's dichroic ratio does not supply $n_h$. Since the inferred $\langle L_z\rangle$ is proportional to it, an error of 0.1 hole changes the result by $0.1/3=3.3\%$. Incomplete circular polarization matters too. Suppose the absorption does not depend on the direction of linear polarization in the film plane, as in our model with its fourfold axis along the beam. Then, for a degree $P$, the measured difference is $P(I_+-I_-)$ while the sum of the two helicities is unchanged, so one must divide by $P$. In a lower in-plane symmetry, the linear part of the beam can add a contribution of its own, and dividing by $P$ is not enough.

For a film like this one, I would therefore integrate $\sigma/E$ over both edges after removing the background, correct for polarization and saturation, and quote $\langle L_z\rangle/n_h$ beside the moment. The three areas determine that ratio, and two helicities give it within the error of (8); the moment also contains whatever was assumed about the holes.
